Why thermophoretic force on a small grain does not depend on pressure

**Question.** A grain much smaller than the gas mean free path sits in a gas with a fixed temperature gradient. Raising the pressure brings more atoms to its surface each second. Why does the thermophoretic force not grow?

**Answer.** The force measures a difference between atoms arriving from the hot side and atoms arriving from the cold side. Pressure changes the number of arrivals and the size of that difference in opposite ways.

Let the temperature T rise along z with slope T′ = dT/dz. An arriving atom last collided about one mean free path l away, so it carries the temperature of that place. The two streams differ in temperature by roughly 2lT′. The gas has no mean flow, so they carry equal numbers of atoms, but the atoms from the hot side are faster and deliver more momentum each. The grain is pushed towards the cold side.

The momentum arriving per unit area and time is of order the pressure p, and its fractional imbalance is of order lT′/T. For a grain of radius a,

F ~ −a² p l T′/T.

In a dilute gas at fixed temperature, l is proportional to 1/p. Doubling p doubles the arrivals, but each atom samples half the temperature difference. The product pl stays constant.

Uniform gas pressure does not contradict this force. In the normal pressure the contributions of the two opposite streams add; in the force on an object between them they subtract.

**The force as a velocity integral**

The gas is monatomic, the grain is a sphere at rest, and a ≪ l. Arriving atoms have then not met atoms that recently left the grain, and their velocity distribution f(c) is that of the undisturbed gas.

Atoms of velocity c strike the sphere at the rate πa²|c| f d³c and bring momentum mc each. What they carry away depends on the surface.

For specular reflection, let θ be the angle between the reversed beam and the outward normal. The velocity component along the beam becomes |c|(1 − 2cos²θ). At impact parameter b, cos²θ = 1 − b²/a², which is uniformly distributed between 0 and 1 over the beam's cross-section. The mean reflected component is therefore zero, and the incident momentum is all transferred:

F = πa² m ∫ |c| c_z f d³c.     (1)

For diffuse re-emission at one uniform grain temperature, each departing atom carries a mean momentum P along the local outward normal. Averaged over a beam, that normal is −(2/3)c/|c|, because the mean of cos θ is ∫₀¹ √s ds = 2/3. The extra recoil is

(2/3) P πa² ∫ |c| (c_z/|c|) f d³c = (2/3) P πa² ∫ c_z f d³c = 0,

since the gas has no net particle flux. Equation (1) holds for both surfaces, even if the grain is hotter or colder than the gas.

**How the gradient distorts the gas**

Write x = c/v with v = √(2kT/m). Let ⟨…⟩ be an average over the Maxwell distribution f₀. The averages needed are

⟨x²⟩ = 3/2,  ⟨x⁴⟩ = 15/4,  ⟨x⁶⟩ = 105/8,
⟨x³⟩ = 4/√π,  ⟨x⁵⟩ = 12/√π,

where x without an index is the magnitude. By isotropy, x_z² may be replaced by x²/3 inside them.

At uniform pressure n = p/kT, so f₀ is proportional to pT^(−5/2) exp(−mc²/2kT). Its logarithmic slope is

d ln f₀/dz = (x² − 5/2) T′/T.

When l is much smaller than both the distance to any wall and T/|T′|, the gas is close to a local Maxwellian, f = f₀(1 + φ). To first order in the gradient, the steady kinetic equation is

v x_z (x² − 5/2)(T′/T) f₀ = J[φ],     (2)

where J is the linearized rate of change by collisions.

Equation (2) already contains the answer. Its left side is proportional to n. Binary collisions involve two atoms, so J is proportional to n²φ. Hence φ is proportional to 1/n, and nφ does not depend on density. The Maxwellian part of (1) vanishes by symmetry, and the remainder is proportional to nφ. This argument does not need a particular force law between the atoms.

For the coefficient, take the lowest term of an expansion in Sonine polynomials:

φ = A (T′/T) x_z S,  S = 5/2 − x²,     (3)

where A is a length. It gives no particle flux, because ⟨x_z² S⟩ = (1/3)(15/4 − 15/4) = 0. For positive A, fast atoms travelling down the gradient are in excess, as the mechanism requires.

The heat flux follows from nmv² = 2p:

q = ∫ ½mc² c_z f d³c
 = ½ n m v³ A (T′/T) ⟨x² x_z² S⟩
 = p v A (T′/T) · (1/3)(75/8 − 105/8)
 = −(5/4) p v A T′/T.

Since q = −κT′, the thermal conductivity is κ = 5pvA/(4T). The force (1) becomes

F = πa² · 2p · A (T′/T) ⟨x x_z² S⟩
 = 2πa² p A (T′/T) · (1/3)(10/√π − 12/√π)
 = −(4√π/3) a² p A T′/T.     (4)

Substituting A = 4κT/(5pv) gives F = −(16√π/15) a²κT′/v. With the mean speed c̄ = √(8kT/πm) = 2v/√π,

F = −(32/15) a² κ T′/c̄.     (5)

The pressure has cancelled, provided κ itself is independent of pressure.

**The conductivity of hard spheres**

For atoms of diameter d, the collision cross-section is πd². The reflection argument above also shows that the cosine of the deflection angle is uniformly distributed, so the relative velocity leaves a collision in a random direction.

Let Ψ = xS(x²), with x now a vector. Multiply (2) by Ψ_z and integrate over velocity. The left side gives

−n v (T′/T) ⟨x_z² S²⟩ = −(5/4) n v T′/T,

because ⟨x²(25/4 − 5x² + x⁴)⟩/3 = (75/8 − 150/8 + 105/8)/3 = 5/4.

On the right, let Δ denote the change in a quantity summed over both partners. Counting each pair once gives a factor 1/2. Averaging each collision with its inverse, which has the same equilibrium rate, gives another 1/2 and a minus sign. The right side is thus −1/4 of the equilibrium collision average of ΔΨ_z Δφ. Since Δφ = A(T′/T)ΔΨ_z, and the three directions are equivalent,

15/4 = A n πd² · (1/4) ⟨ |x − x₁| |ΔΨ|² ⟩.     (6)

Introduce G = (x + x₁)/√2 and g = (x − x₁)/√2, which have the same independent Gaussian distributions as x and x₁. Then x² and x₁² equal (G² + g²)/2 ± G·g, and

x x² + x₁ x₁² = √2 G (G² + g²)/2 + √2 g (G·g).

A collision preserves G and the length of g, so only the last term changes:

ΔΨ = −√2 [g′(G·g′) − g(G·g)].

Average over the independent directions of g and g′. Each squared term gives g⁴G²/3. Each vector g(G·g) averages to g²G/3, so the product of the two gives g⁴G²/9. Therefore

⟨|ΔΨ|²⟩ = 2(2/3 − 2/9) g⁴G² = (8/9) g⁴G².

With |x − x₁| = √2 g, the right side of (6) is

A n πd² (2√2/9) ⟨g⁵⟩⟨G²⟩ = A n πd² (2√2/9)(12/√π)(3/2) = A n πd² · 4√2/√π.

Using l = 1/(√2 nπd²), this yields

A = 15√π/(16√2 nπd²) = (15√π/16) l.

The distortion is proportional to the free path. The conductivity is

κ = (5/4)(pv/T)(15√π/16) l = (75/64)(k/d²) √(kT/πm),

because pl = kT/(√2πd²). More carriers at higher density are offset by shorter paths. Equation (4) now reads

F = −(5π/4) a² p l T′/T = −[5/(4√2)] (a/d)² k T′.     (7)

The first form is the opening estimate with its coefficient. In the second, the pressure is gone; for hard spheres at this order, so are the gas temperature and the atomic mass.

**A number**

Consider a molybdenum grain with a = 100 nm in argon at 350 K, between plates 5 cm apart whose temperatures differ by 50 K. The nominal gradient is 10 K/cm, or 1000 K/m. Take d = 0.36 nm as a rough effective atomic diameter. Then

(a/d)² = (100/0.36)² = 7.72 × 10⁴,
|F| = 0.884 × 7.72 × 10⁴ × 1.381 × 10⁻²³ × 1000 N = 9.4 × 10⁻¹⁶ N.

This is 0.94 fN. Equation (5) gives the same value with κ = 0.0190 W/(m K) and c̄ = 431 m/s. This κ is the hard-sphere value for the chosen d; real argon at 350 K has about 0.020 W/(m K), for which (5) gives about 1.0 fN.

At 100 mTorr the free path is 0.63 mm, and the temperature changes by 0.63 K over it. At 1 Torr that change is ten times smaller, while ten times as many atoms arrive.

Retaining six Sonine terms for hard spheres raises the force by 5.3% relative to (7), to about 0.99 fN, and κ by 2.5%. The scaling of nφ is untouched, so these corrections do not bring back a pressure dependence.

**Which gradient is fixed?**

The statement concerns the local gradient in the gas. Fixing the plate temperatures is a different condition: the gas next to a plate does not take the plate's temperature, and these jumps use up more of the 50 K as the free path grows.

The table shows this for the same grain at mid-gap. It comes from a linearized BGK model, in which the gas relaxes to a local Maxwellian at the rate 5kp/(2mκ), chosen to reproduce κ. The plates re-emit atoms diffusely at their own temperatures. The last column divides the force by (5), evaluated with the local gradient. The low-pressure rows depend on the collision model at the level of about 2%: a relaxation model with the Prandtl number 2/3 of a monatomic gas and the same κ gives 4.69 K/cm and 0.351 fN at 3 mTorr.

| p (mTorr) | l (mm) | T′ (K/cm) | −F (fN) | ratio to (5) |
|---|---|---|---|---|
| 3 | 21 | 4.79 | 0.359 | 0.79 |
| 10 | 6.3 | 6.89 | 0.619 | 0.95 |
| 30 | 2.1 | 8.50 | 0.798 | 1.00 |
| 100 | 0.63 | 9.48 | 0.893 | 1.00 |
| 1000 | 0.063 | 9.95 | 0.936 | 1.00 |

From 100 mTorr to 1 Torr the pressure rises tenfold and the force by 4.8%. The local gradient rises by 4.9%, which accounts for the change. At 3 mTorr the free path is 0.42 of the gap. The gradient has roughly halved, and the local law itself no longer holds, because many atoms arrive from a plate instead of from a collision in the gas. In this calculation it overestimates the force.

**When collisions disappear**

If l is much larger than the gap, the streams remember the plates alone. Each stream is half of a Maxwellian with density parameter N and thermal speed v. Its particle flux is Γ = Nv⟨x⟩/4 = Nv/(2√π), since ⟨x⟩ = 2/√π. The integral in (1) gives a push of magnitude

πa² m N v² ⟨x²⟩/4 = (3/8) πa² m N v² = (3√π/4) πa² m Γ v.

The fluxes are equal, so the net force comes from the difference in v. For a small plate difference ΔT, that difference is vΔT/(2T). To leading order mΓv = nmv²/(2√π) = p/√π, and

F = −(3√π/4) πa² (p/√π) ΔT/(2T) = −(3π/8) a² p ΔT/T.

The force is now proportional to pressure. The temperature difference sampled by the atoms is stuck at ΔT and can no longer grow as p falls.

At the other end, the derivation fails when l is no longer large compared with a, because the grain then disturbs the gas that strikes it. Here pl = 63 mTorr mm, so l would equal 100 nm near 630 Torr. At 1 Torr, a/l is still 0.0016. For this grain and gap, with the gas at rest, the force at a given local gradient is therefore nearly independent of pressure from about 30 mTorr to 10 Torr, where a/l is 0.016. At some tens of Torr, if the hot plate is below, buoyancy can set the gas in this gap moving, and the drag of that flow must then be added.

**Force and drift are different**

A constant force does not mean a constant drift speed. In a gas moving slowly at speed u, the distortion is φ = 2x_z u/v, and (1) gives a specular grain the drag

F_drag = πa² · 2p · (2u/v) ⟨x x_z²⟩ = (16√π/3) a² p u/v = (32/3) a² p u/c̄.

Setting this equal to the magnitude of (5) gives u = κ|T′|/(5p). At 100 mTorr, or 13.33 Pa, with the nominal gradient, u = 19.01/(5 × 13.33) = 0.285 m/s. The thermophoretic drift speed falls as 1/p although the force does not. Equally, a gas flow of 0.285 m/s towards the hot side would cancel the force on this specular grain. For a grain at the gas temperature, diffuse re-emission raises the drag by a factor 1 + π/8, because more atoms strike the windward side and recoil from it. A flow of 0.205 m/s is then enough.

**Beside a real sputtering chamber**

For magnetron sputtering at a few mTorr, the 3 mTorr row is the relevant one. There the assumption of a collisional gap is what breaks: for these plates the force is 0.36 fN, not 0.94 fN. The plateau needs a higher pressure. Energetic sputtered atoms also make the gas near a target non-thermal, an effect not estimated here.

With a rough density of 10 g/cm³, the grain weighs 0.41 fN, so the nominal thermophoretic force is 2.3 times its weight. At 3 mTorr, however, the force between these plates is only 0.87 of the weight, too little to hold the grain up by itself. Since F grows as a² and weight as a³, a smaller grain is easier to hold. With the hot plate below, the two forces would balance at a radius near 230 nm for the nominal gradient, but near 87 nm at 3 mTorr.

Plasma forces can be larger. For a rough grain potential of −6 V, the charge 4πε₀aV is about 400 electrons, and a field of 1 V/cm exerts about 7 fN. Ions entering at the Bohm speed bring a momentum flux n_i kT_e. For kT_e = 3 eV, attraction enlarges the collection area by a factor 1 + 2 × 6/3 = 5. At n_i = 10¹⁰ cm⁻³ the collected ions give about 0.8 fN; ions that are deflected without being collected can add more than ten times as much, so this figure is not the total ion drag. The −6 V is on the low side for such ions: balancing the electron current against ions arriving at the Bohm speed gives about −12 V, with about 800 electrons, 13 fN in the same field and 1.3 fN from collected ions. Where a grain settles depends on the balance of all these forces, including its weight and the thermophoretic force.

The charge affects the thermophoretic force itself very little: the energy of a polarized argon atom at the grain surface is about 7 × 10⁻⁵ kT at −6 V, and four times that at −12 V. The gas heat flux also leaves the grain temperature nearly uniform. With a rough conductivity of 100 W/(m K), it makes a difference of at most about 4 × 10⁻⁸ K across the grain, and the resulting recoil at 1 Torr is less than 5 × 10⁻⁷ of the force. Heating by plasma ions is not included in this estimate. Further values are in the numerical output.

Computed values

```
Beam momentum transfer / (pi a^2 flux): 1.00000
Mean inward normal component: 0.66667
Gas temperature: 350 K
Argon atom mass: 39.95 u
Rough atom diameter: 0.36 nm
Grain radius: 100 nm
Gap: 5.0 cm; plate difference: 50 K
Nominal gradient: 10.0 K/cm
Mean atom speed: 430.7 m/s
Gas conductivity, first order: 0.01901 W/(m K)
Nominal heat flux magnitude: 19.01 W/m2
Force coefficient C, first order: 0.88388
Force coefficient C, sixth order: 0.93088
Sixth/first order, force: 1.0532
Sixth/first order, conductivity: 1.0252
Force at nominal gradient: -0.9416 fN
Same force: -9.416e-16 N
Plate solution at midplane (BGK):
p mTorr | l mm | l/gap | F fN | T' K/cm | F/formula(T')
3 | 20.982 | 0.4196 | -0.3587 | 4.794 | 0.7945
10 | 6.295 | 0.1259 | -0.6188 | 6.889 | 0.9539
30 | 2.098 | 0.0420 | -0.7976 | 8.497 | 0.9968
100 | 0.629 | 0.0126 | -0.8925 | 9.484 | 0.9995
300 | 0.210 | 0.0042 | -0.9242 | 9.822 | 0.9993
1000 | 0.063 | 0.0013 | -0.9356 | 9.946 | 0.9990
Thin-gap force / collisionless law: 0.9991
Pressure times free path: 62.95 mTorr mm
T change over one path at 100 mTorr: 0.629 K
a/l at 1 Torr: 1.59e-03
Rough Mo density: 10 g/cm3
Grain weight: 0.4108 fN
Thermophoretic force / weight: 2.29
Gas flow of equal drag, 100 mTorr: 0.285 m/s
Rough electron temperature: 3 eV
Rough grain potential magnitude: 6 V
Grain charge magnitude: 417 e
Electric force at 1 V/cm: 6.68 fN
Rough ion density: 1.0e+10 cm^-3
Ion-collection drag, Bohm speed: 0.76 fN
Rough Ar polarizability: 1.6 A^3
Polarization energy / kT: 6.6e-05
Rough Mo conductivity: 100 W/(m K)
Temperature difference across grain: 3.8e-08 K
Its relative force scale at 1 Torr: 4.8e-07
```
